\section*{Which Exchange-Correlation Kernels Change the Macroscopic Optical Response}

\section{Result and conventions}

Let a cubic crystal have a direct gap, and let light of lower frequency $\omega$ act on it. In linear-response time-dependent density-functional theory, an exchange-correlation kernel with head $-\alpha/q^2$ changes the macroscopic dielectric function from $\tilde\epsilon$ to
\begin{equation}
\epsilon_M=1+\frac{\tilde\epsilon-1}{1-\alpha(\tilde\epsilon-1)/4\pi}
\qquad(q\to0),
\label{result}
\end{equation}
where $\tilde\epsilon$ contains every part of the kernel except its head. If the head is a finite constant $c$ instead, its effect vanishes as $q^2$.

This does not mean that a local kernel has no optical effect. In a crystal it is a matrix in reciprocal lattice vectors. Its head and wings drop out at $q=0$, but its body remains and acts through local fields. The whole local kernel drops out when local fields are absent.

Hartree atomic units are used, so $\alpha$ is dimensionless. The wavevector $\mathbf q$ has length $q$ and points along a cubic axis $x$. Matrices carry indices $\mathbf G,\mathbf G'$; the element $00$ is the head, the elements $0\mathbf G$ and $\mathbf G0$ with $\mathbf G\ne0$ are the wings, and the rest is the body. The response $\chi$ gives the electron number density induced by a potential energy. The crystal has time-reversal and inversion symmetry; with the origin at an inversion centre all matrices below can be taken real and symmetric. The limit $q\to0$ is taken at fixed $\omega$, and the matrices to be inverted are assumed nonsingular.

\section{Removing the macroscopic Coulomb term}

With $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$, independent-particle response $\chi^0$ and kernel $f$, the Dyson equation is
\begin{equation}
\chi=\chi^0+\chi^0(v+f)\chi ,\qquad
\chi^{-1}=(\chi^0)^{-1}-v-f .
\label{dyson}
\end{equation}
The second form follows on multiplying the first by $(\chi^0)^{-1}$ from the left and $\chi^{-1}$ from the right.

An external potential with the single component $\mathbf q$ induces the density $\chi_{00}$ per unit potential. The total macroscopic potential is therefore $1+v_0\chi_{00}$ times the external one, and
\begin{equation}
\epsilon_M=\frac{1}{1+v_0\chi_{00}} .
\label{macro}
\end{equation}

The factor $v_0=4\pi/q^2$ diverges, so it is separated first. Let $\bar v$ be $v$ with its head set to zero, let $\bar\chi$ be the response with $\bar v$ in place of $v$, and let $e$ be the unit vector for $\mathbf G=0$. Then
\begin{equation}
\chi^{-1}=\bar\chi^{-1}-v_0ee^T
\quad\Longrightarrow\quad
\chi=\bar\chi+v_0\,\bar\chi ee^T\chi .
\label{rankone}
\end{equation}
The head of the last equation is $\chi_{00}=\bar\chi_{00}+v_0\bar\chi_{00}\chi_{00}$. Hence
\begin{equation}
\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}},\qquad
1+v_0\chi_{00}=\frac{1}{1-v_0\bar\chi_{00}},
\end{equation}
and (\ref{macro}) becomes
\begin{equation}
\epsilon_M=1-v_0\bar\chi_{00}=1-\frac{4\pi}{q^2}\bar\chi_{00}.
\label{epsbar}
\end{equation}
A finite optical response thus requires $\bar\chi_{00}\propto q^2$. The question is which parts of $f$ alter the coefficient.

\section{Long-wavelength form of the response}

Define the transition elements
\begin{equation}
\rho_{\mathbf G}=\langle v,\mathbf k-\tfrac{\mathbf q}{2}|
e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c,\mathbf k+\tfrac{\mathbf q}{2}\rangle
\end{equation}
between filled bands $v$ and empty bands $c$, with transition energy $\Delta=E_c-E_v>\omega$. First-order perturbation theory gives a resonant term $1/(\omega-\Delta)$ and an antiresonant term $-1/(\omega+\Delta)$. Time reversal turns the matrix elements of the second into those of the first, with $\mathbf k\to-\mathbf k$. Since
\begin{equation}
\frac1{\omega-\Delta}-\frac1{\omega+\Delta}=-\frac{2\Delta}{\Delta^2-\omega^2},
\end{equation}
the response per volume, with a factor 2 for spin, is
\begin{equation}
\chi^0_{\mathbf G\mathbf G'}=-\frac{2}{N_k\Omega}\sum_{\mathbf kvc}
\frac{2\Delta}{\Delta^2-\omega^2}\,\rho_{\mathbf G}\rho_{\mathbf G'} .
\label{chi0}
\end{equation}
Here $\Omega$ is the cell volume and $N_k$ the number of $\mathbf k$ points.

For $\mathbf G=0$ the exponential cancels the Bloch phases, leaving the overlap of the periodic parts $u$. At $q=0$ this overlap is zero by orthogonality. For a local crystal potential the Hamiltonian for $u$ changes by $\pm\tfrac q2(p_x+k_x)$ to first order when $\mathbf k$ moves by $\pm\mathbf q/2$. The conduction state acquires the valence component
\begin{equation}
\frac q2\frac{p_{vc}}{E_c-E_v},
\end{equation}
where $p_{vc}$ is the matrix element of $p_x$ between the Bloch states. The valence state, displaced the other way, acquires the conduction component $-\tfrac q2p_{cv}/(E_v-E_c)$, which adds an equal term to the overlap. Therefore
\begin{equation}
\rho_0=q\,\frac{p_{vc}}{\Delta}+O(q^2),\qquad
\rho_{\mathbf G\neq0}=O(1).
\label{kp}
\end{equation}
Phases are chosen so that $\rho_0$ is real. The gap keeps $\Delta$ away from zero. Degeneracies among filled or among empty bands do no harm, because the sum runs over both complete sets.

Each index $0$ thus brings one factor $q$. With $D=\mathrm{diag}(q,1,1,\dots)$,
\begin{equation}
\chi^0=DXD,\qquad
X_{00}\to-\frac{4}{N_k\Omega}\sum_{\mathbf kvc}
\frac{|p_{vc}|^2}{\Delta(\Delta^2-\omega^2)},
\label{scaling}
\end{equation}
and all of $X$ stays finite. The factor 4 in $X_{00}$ is the product of the two factors 2 in (\ref{chi0}); the factor $1/\Delta$ is $\Delta$ times the $1/\Delta^2$ from (\ref{kp}).

\section{The parts of the kernel that survive}

Insert (\ref{scaling}) in the inverse Dyson equation for $\bar\chi$:
\begin{align}
\bar\chi^{-1}&=D^{-1}X^{-1}D^{-1}-\bar v-f\nonumber\\
&=D^{-1}\left[X^{-1}-D\bar vD-DfD\right]D^{-1}.
\end{align}
Because $\bar v$ has no head or wings, $D\bar vD=\bar v$. Inversion gives $\bar\chi=DYD$, so $\bar\chi_{00}=q^2Y_{00}$, and (\ref{epsbar}) becomes
\begin{equation}
\epsilon_M=1-4\pi Y_{00},\qquad
Y=\left[X^{-1}-\bar v-F\right]^{-1},\qquad F=\lim_{q\to0}DfD .
\label{criterion}
\end{equation}
The kernel enters the limit through $F$, whose elements are
\begin{equation}
F_{00}=\lim q^2f_{00},\quad
F_{0\mathbf G}=\lim q f_{0\mathbf G},\quad
F_{\mathbf G\mathbf G'}=\lim f_{\mathbf G\mathbf G'} .
\label{F}
\end{equation}
A head survives if it grows as $1/q^2$, wings survive if they grow as $1/q$, and the body survives if it is finite. A head that grows more slowly than $1/q^2$ vanishes from the limit, whether or not the kernel is local.

\subsection{The $1/q^2$ head}

Let $\tilde Y$ be $Y$ with $F_{00}$ removed, and $\tilde\epsilon=1-4\pi\tilde Y_{00}$. Since $Y^{-1}=\tilde Y^{-1}-F_{00}ee^T$, the algebra of (\ref{rankone}) applies again:
\begin{equation}
Y_{00}=\frac{\tilde Y_{00}}{1-F_{00}\tilde Y_{00}},\qquad
\tilde Y_{00}=-\frac{\tilde\epsilon-1}{4\pi}.
\end{equation}
Multiplication by $-4\pi$ gives
\begin{equation}
\epsilon_M-1=\frac{\tilde\epsilon-1}{1+F_{00}(\tilde\epsilon-1)/4\pi}.
\label{head}
\end{equation}
For $f_{00}=-\alpha/q^2$ one has $F_{00}=-\alpha$, which is (\ref{result}).

The same result follows from the fields. A polarization $P$ along $\mathbf q$ has charge density $-iqP$, so the electron number density is $n=iqP$. The kernel head produces the potential energy $-\alpha n/q^2$ and hence the force $-iq(-\alpha n/q^2)=-\alpha P$. An electron has charge $-1$, so this is an effective field $+\alpha P$, which does not depend on $q$. With $\tilde\epsilon-1=4\pi\tilde\kappa$,
\begin{equation}
P=\tilde\kappa(E+\alpha P)\quad\Longrightarrow\quad
P=\frac{\tilde\kappa}{1-\alpha\tilde\kappa}\,E ,
\end{equation}
again (\ref{result}). For $\alpha>0$ the exchange-correlation field supports the polarization. A finite head $c$ replaces $\alpha$ by $-cq^2$: its field is $-cq^2P$ and disappears for uniform polarization.

Equation (\ref{result}) has a limit of use. When $\alpha(\tilde\epsilon-1)$ reaches $4\pi$ at $\omega=0$, the static $\epsilon_M$ diverges. By the field equation above, a uniform polarization can then persist at $E=0$, so the chosen kernel is incompatible with a stable starting state. A one-oscillator model shows what happens on the way. Let $\tilde\epsilon-1=S/(\omega_0^2-\omega^2)$ and let $\alpha$ be independent of frequency. Then
\begin{equation}
\epsilon_M-1=\frac{S}{\omega_0^2-\alpha S/4\pi-\omega^2}.
\end{equation}
The resonance moves down and keeps its strength $S$. Instability sets in when it reaches zero frequency. Below the resonance, its approach raises the refractive index.

\subsection{The finite local kernel}

A local kernel $f(\mathbf r)\delta(\mathbf r-\mathbf r')$ has elements
\begin{equation}
f_{\mathbf G\mathbf G'}=\frac1\Omega\int_\Omega f(\mathbf r)
e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}\,d^3r ,
\end{equation}
which do not depend on $\mathbf q$. If they are finite, (\ref{F}) gives $F_{00}=F_{0\mathbf G}=0$, while the body remains.

The rate at which the head vanishes follows from (\ref{head}). That algebra also holds at finite $q$, with $q^2f_{00}$ for $F_{00}$ and $\tilde\epsilon$ taken at the same $q$. For $f_{00}=c$, expansion in $cq^2$ gives
\begin{equation}
\epsilon_M-\tilde\epsilon=-\frac{c\,q^2}{4\pi}(\tilde\epsilon-1)^2+O(q^4).
\label{finitehead}
\end{equation}
The wings enter $DfD$ as $qf_{0\mathbf G}$, which might suggest a linear effect. Inversion symmetry, however, makes $\epsilon_M(\mathbf q)=\epsilon_M(-\mathbf q)$ both with and without the wings. For a response smooth in $q$ the linear term therefore cancels, and the net effect starts at $q^2$.

The role of the body is seen by writing $w$ for the column $X_{\mathbf G0}$, $X_b$ for the body of $X$, and $K_b$ for the body of $\bar v+F$. With $F_{00}=F_{0\mathbf G}=0$, the equation $Y=X+X(\bar v+F)Y$ has the components
\begin{align}
Y_{b0}&=w+X_bK_bY_{b0},\qquad
Y_{00}=X_{00}+w^TK_bY_{b0},\nonumber\\
Y_{00}&=X_{00}+w^TK_b(1-X_bK_b)^{-1}w .
\label{localfield}
\end{align}
Without local fields, $w=0$: a uniform field then induces no density that varies within the cell. In that case $Y_{00}=X_{00}$, and the finite local kernel has no effect at $q=0$.

The sign of the body's effect can be found when $f(\mathbf r)<0$ everywhere. Multiply $F$ by $\lambda$ and raise $\lambda$ from 0 to 1. Differentiating $YY^{-1}=1$ gives $dY/d\lambda=YFY$, so
\begin{equation}
\frac{d\epsilon_M}{d\lambda}=-4\pi\sum_{\mathbf G,\mathbf G'\ne0}
Y_{0\mathbf G}F_{\mathbf G\mathbf G'}Y_{\mathbf G'0}\ge0 .
\label{sign}
\end{equation}
The inequality holds because multiplication by a negative function is a negative definite operation, and its body inherits that property. If no singularity is met on the way, the kernel raises $\epsilon_M$.

\section{A crystal in the silicon regime at 1550 nm}

The example is a diamond-structure model with lattice constant $a=0.543$ nm. Its local empirical pseudopotential has form factors $-0.21$, $0.04$ and $0.08$ Ry at $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, rough typical values for silicon. The calculation uses 89 plane waves, 51 response vectors and 256 $\mathbf k$ points. The photon energy is 0.800 eV, and the smallest direct gap on the mesh is 3.14 eV, so the response (\ref{chi0}) is real.

The local kernel is the adiabatic exchange-only local-density kernel,
\begin{equation}
f_x(\mathbf r)=\frac{d}{dn}\left[-\left(\frac{3n}{\pi}\right)^{1/3}\right]
=-\frac13\left(\frac3\pi\right)^{1/3}n(\mathbf r)^{-2/3}.
\end{equation}
The valence density never falls below $0.0038\ \mathrm{bohr}^{-3}$ on the grid, so the kernel is finite there; its head is $c=-4.79$ hartree bohr$^3$. A finer grid finds a minimum of $0.0036\ \mathrm{bohr}^{-3}$ and the same head; 181 plane waves give $c=-4.81$. The long-range strength is set to $\alpha=0.2$, again a rough typical value.

The table gives $\epsilon_M$ from the full Dyson equation at two wavevectors, in units of $2\pi/a$, and from (\ref{criterion}) with momentum matrix elements. All other settings are held fixed. The digits serve to compare entries at these settings; the values themselves move by several per cent with mesh and basis, as the last section shows.

\begin{center}
\begin{tabular}{lccc}
kernel & $q=0.02$ & $q=0.01$ & $q\to0$\\
\hline
none & 11.448 & 11.467 & 11.474\\
local, head and wings & 11.452 & 11.468 & 11.474\\
local, all elements & 12.121 & 12.138 & 12.144\\
$-\alpha/q^2$ & 13.532 & 13.560 & 13.569\\
local and $-\alpha/q^2$ & 14.512 & 14.538 & 14.546
\end{tabular}
\end{center}

For the $-\alpha/q^2$ kernel, the distance from the limit falls from 0.037 to 0.009 when $q$ is halved, as expected for a correction of order $q^2$. The limit itself follows from (\ref{result}):
\begin{equation}
\frac{0.2\times10.474}{4\pi}=0.1667,\qquad
\epsilon_M=1+\frac{10.474}{1-0.1667}=13.57 .
\end{equation}
The refractive index $\sqrt{\epsilon_M}$ rises from 3.387 to 3.684. Here the long-wavelength longitudinal response is used for light: at $q\to0$ and fixed $\omega$ the dielectric tensor of a cubic crystal is isotropic, so longitudinal and transverse fields have the same $\epsilon_M$. At zero frequency $\epsilon_M$ rises from 11.10 to 13.04; the instability would need $\alpha=4\pi/10.10=1.24$, about six times the value used.

The head and wings of the local kernel behave differently. They change $\epsilon_M$ by $4.29\times10^{-3}$ at $q=0.02$ and by $1.08\times10^{-3}$ at $q=0.01$, a ratio of 3.99. In the crystal the photon has $q=0.0149\ \mathrm{nm}^{-1}$, or $7.9\times10^{-4}$ bohr$^{-1}$. For a longitudinal field of this wavevector and the head alone, (\ref{finitehead}) gives
\begin{equation}
\frac{4.79\,(7.9\times10^{-4})^2(10.474)^2}{4\pi}=2.6\times10^{-5}.
\end{equation}
Head and wings together give $1.8\times10^{-5}$ after scaling the value at $q=0.01$ with $q^2$. Ordinary longitudinal spatial dispersion, scaled in the same way, is larger: $-1.1\times10^{-4}$ on this mesh; without local fields it shrinks from $-1.2\times10^{-4}$ to $-0.9\times10^{-4}$ on 2048 points. These $q^2$ terms belong to the longitudinal response and do not carry over to light, since longitudinal and transverse $\epsilon_M$ agree only at $q\to0$. A transverse wave along a cubic axis carries no density at wavevector $\mathbf q$, so the head does not act on it, and its spatial dispersion has a different coefficient.

The body is not negligible. Without local fields $\epsilon_M$ is 12.71. Coulomb local fields lower it by 1.23, and the local kernel restores 0.67 of this, in the direction required by (\ref{sign}). The index becomes 3.485, a rise of 0.10, about one third of the rise due to $-\alpha/q^2$. These values hold for 51 response vectors and are not converged in that number: with all 89 vectors in the response, the local kernel restores only about 0.57.

Wings growing as $1/q$ were tried with an artificial kernel, $F_{0\mathbf G}$ being parallel to $X_{0\mathbf G}$ with unit norm in atomic units. They raise $\epsilon_M$ from 11.47 to 14.48, so singular wings do survive. This strength was not derived from any material.

\section{Accuracy and comparison with silicon}

Of the numerical settings, the $\mathbf k$ mesh matters most. The basis matters less but still beyond the digits of the table: 181 plane waves in place of 89 lower the limits 11.474, 12.144 and 13.569 to 11.33, 12.01 and 13.37, and the index with $-\alpha/q^2$ by 0.03. A mesh of 4000 points, applied to the response without local fields and used to rescale $\tilde\epsilon-1$, lowers the index with $-\alpha/q^2$ by 0.13, to about 3.55. This exceeds the whole effect of the local kernel. The kernels can still be compared because they share one mesh. Solving (\ref{result}) for $\tilde\epsilon$ at the lowered index gives
\begin{equation}
\tilde\epsilon-1=\frac{\epsilon_M-1}{1+\alpha(\epsilon_M-1)/4\pi}
=\frac{11.60}{1.185}=9.79 ,
\end{equation}
an index of 3.29 without the kernel. The long-range kernel thus still adds about 0.26, against 0.30 on the coarser mesh. The rescaling is slightly high: with local fields computed on the 4000 points the two indices are 3.54 and 3.28, unchanged on 6912 points, and the body of the local kernel adds 0.64 to $\epsilon_M$ in place of 0.67. Using 27 response vectors instead of 51 raises the index by 0.035, and using 89 lowers it by 0.015, so the second decimal is not settled at 51.

Silicon has an index of roughly 3.5 at this wavelength. The model with $-\alpha/q^2$ lies near it, but this does not establish the kernel: changing $\alpha$ to 0.15 or 0.25 moves the index by $-0.08$ or $+0.09$. The model's indirect gap, 0.78 eV with 89 plane waves, is well below silicon's roughly 1.1 eV. It lies so close to the photon energy that a larger basis reverses their order: from 137 plane waves on, the gap is 0.82 eV, only 0.02 eV above the photon energy. Phonon-assisted absorption, which the model omits, could therefore matter in the model crystal, whereas the photon energy lies well below the gap of silicon. Free carriers or heating in a device would also break the assumptions of empty conduction bands and fixed temperature. A free-carrier term $-4\pi N/(m\omega^2)$ in $\epsilon_M$, with $N=10^{18}\ \mathrm{cm}^{-3}$ and mass 0.26, a value for electrons, changes the index by $-0.0011$; holes are not covered by this estimate and would add their own term. If the term were placed in $\tilde\epsilon$ instead, (\ref{result}) would enhance its effect by about $1/(1-0.1667)^2=1.44$. A rough band shift of $-0.03$ eV for 100 K of heating, at fixed $\alpha$ and fixed $\rho_{\mathbf G}$, changes it by $+0.015$. If the momentum elements were fixed instead, $\rho_0$ in (\ref{kp}) would grow as the transition energies fall, and the change would be about three times as large.

Correlation in the local kernel, nonlocal pseudopotentials, spin-orbit coupling and the frequency dependence of $\alpha$ are also left out. The empirical bands are not Kohn--Sham bands of the same local-density functional, so the row with the local kernel shows the size of the body term and is not a consistent local-density calculation of silicon. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant: 0.543 nm
form factor at |G|^2=3 (2pi/a)^2: -0.21 Ry
form factor at |G|^2=8 (2pi/a)^2: 0.04 Ry
form factor at |G|^2=11 (2pi/a)^2: 0.08 Ry
plane waves: 89; response vectors: 51; k points: 256
wavelength: 1550 nm; photon energy: 0.7999 eV
smallest direct gap on mesh: 3.137 eV
indirect gap, Gamma to Gamma-X line: 0.778 eV
alpha: 0.20 (dimensionless)
valence density min, mean, max: 0.0038, 0.0296, 0.0954 bohr^-3
local kernel head f_00: -4.785 hartree bohr^3
X_00: -0.93154 a.u.; norm of wings X_0G: 0.14553 a.u.
eps without local fields, q->0: 12.7060
eps at photon energy: q=0.02, q=0.01 (2pi/a), q->0 formula
  no kernel: 11.44791, 11.46737, 11.47388
  local, all elements: 12.12065, 12.13792, 12.14369
  local, head+wings only: 11.45220, 11.46845, 11.47388
  head -alpha/q^2: 13.53173, 13.55974, 13.56911
  local plus -alpha/q^2: 14.51218, 14.53768, 14.54621
  wings growing as 1/q: 14.43871, 14.46941, 14.47968
local head+wings change of eps at q=0.02, 0.01: 4.290e-03, 1.076e-03
alpha(eps-1)/(4pi), no-kernel eps: 0.1667
static eps, no kernel and -alpha/q^2: 11.1018, 13.0371
index, no kernel: 3.3873
index, local kernel: 3.4848
index, -alpha/q^2: 3.6836
index, local plus -alpha/q^2: 3.8139
photon wavevector in crystal: 0.01493 nm^-1
eps change at photon q, local head alone: 2.61e-05
eps change at photon q, local head+wings: 1.79e-05
eps change at photon q, spatial dispersion: -1.08e-04
Index changes relative to the -alpha/q^2 value:
  alpha=0.15: -0.0822; alpha=0.25: +0.0887
  band shift -0.03 eV (rough, 100 K): +0.0149
  carriers 1e+18 cm^-3, mass 0.26 m_e: -0.00113
  27 instead of 51 response vectors: +0.03534
  4000 instead of 256 k points (estimate): -0.1338
\end{verbatim}
